# Why core orbitals soften sodium 3s but not carbon 2p

Averaged over a smooth 3s pseudo-orbital inside the sodium core (the sphere holding 95% of the core electrons), the atomic potential has a mean depth of about 2.3 hartree. With the core repulsion added, the mean depth over the same orbital and region is only 0.09 hartree: the sodium 1s and 2s orbitals supply a repulsion that cancels 96% of the attraction. For carbon 2p the corresponding cancellation is zero. Carbon has no core orbital of p symmetry, so no core repulsion opposes a mean core attraction of 8.0 hartree. The centrifugal term, which averages 6.6 hartree over the same orbital and sphere, is counted here as kinetic energy.

The reason is contained in one identity. Let \(V\) be the potential, \(\phi\) the smoothest pseudo-orbital, \(V_R\) the Phillips-Kleinman repulsion and \(P\) the projector on the core orbitals with the symmetry of the valence state. Then

\[
(V+V_R)\phi=(1-P)V\phi+w\,P\phi ,
\]

where \(w\) is the mean of \(V+V_R\) in the state \(\phi\). The core removes the part of \(V\phi\) that core orbitals can represent and leaves a weaker term \(wP\phi\) in its place. With no core partner, \(P=0\), and the whole of \(V\phi\) survives.

## The model and its freedom

The model is one electron in a fixed, local, spherical potential \(V(r)\), with \(H=T+V\) and \(T=-\tfrac12\nabla^2\). Hartree atomic units are used and orbitals are real. Angular momentum is conserved, so each channel \(l,m\) is treated separately. In a channel, \(T\) includes the centrifugal term \(l(l+1)/(2r^2)\). The normalised core states \(c\) and valence state \(v\) obey

\[
Hc=e_c c,\qquad Hv=e_v v,\qquad \langle c|v\rangle=0,\qquad e_c<e_v .
\]

The orthogonality forces nodes on \(v\) and thereby gives it a large kinetic energy in the core. To remove this demand, define

\[
V_R=\sum_c (e_v-e_c)\,|c\rangle\langle c| .
\]

Every coefficient is positive, so \(V_R\) is repulsive in any state: \(\langle\phi|V_R|\phi\rangle=\sum_c(e_v-e_c)\langle c|\phi\rangle^2\ge0\). Acting on a core state it gives

\[
(H+V_R)c=e_c c+(e_v-e_c)c=e_v c .
\]

Acting on the valence state it gives \((H+V_R)v=e_v v\), because \(\langle c|v\rangle=0\). The core levels have been lifted to the valence level, and any mixture

\[
\phi=b\,v+\sum_c a_c c,\qquad a_c=\langle c|\phi\rangle,\quad b=\langle v|\phi\rangle ,
\]

satisfies \((H+V_R)\phi=e_v\phi\). The energy does not depend on the coefficients. They can be chosen to make \(\phi\) smooth.

This freedom belongs to one valence level. A higher state \(v'\) of the same symmetry is also orthogonal to the core, so \(V_Rv'=0\) and it keeps its own energy \(e_{v'}\), but it is not degenerate with the lifted core states. Smoothing \(v'\) would need a new \(V_R\) containing \(e_{v'}\). The repulsion is therefore energy dependent as well as nonlocal.

## Choosing the smoothest orbital

A natural measure of smoothness is kinetic energy. Among all normalised mixtures, take the one with the lowest

\[
t=\langle\phi|T|\phi\rangle .
\]

At the minimum, a small change \(\phi\to\phi+\epsilon\chi\), with \(\chi\) any member of the same mixture space, must not change the kinetic energy per unit norm to first order:

\[
\frac{t+2\epsilon\langle\chi|T|\phi\rangle}{1+2\epsilon\langle\chi|\phi\rangle}
=t+2\epsilon\left(\langle\chi|T|\phi\rangle-t\langle\chi|\phi\rangle\right)+O(\epsilon^2).
\]

The bracket must vanish. With \(\chi=c\) this gives

\[
\langle c|T|\phi\rangle=t\,a_c .
\]

The eigenvalue equation for \(c\) supplies a second relation. Since \(H\) is Hermitian, \(\langle c|T+V|\phi\rangle=e_c a_c\). Subtracting the kinetic part,

\[
\langle c|V|\phi\rangle=(e_c-t)\,a_c .
\]

Now define \(w=e_v-t\). Taking the mean of \((T+V+V_R)\phi=e_v\phi\) in the state \(\phi\) shows that \(w=\langle\phi|V+V_R|\phi\rangle\), as stated at the start. The coefficient in \(V_R\phi\) can be rearranged by adding and subtracting \(t\):

\[
(e_v-e_c)a_c=-(e_c-t)a_c+(e_v-t)a_c=-\langle c|V|\phi\rangle+w\,a_c .
\]

Multiplying by \(c\) and summing over the core states,

\[
V_R\phi=-PV\phi+wP\phi,\qquad P=\sum_c|c\rangle\langle c| .
\]

Adding \(V\phi\) gives the cancellation identity. No approximation has been made beyond the model itself.

Projecting the identity on \(v\) gives another view of \(w\). Both \(V_R\) and \(P\) vanish against \(v\), so \(\langle v|T+V|\phi\rangle=e_vb\) combines with stationarity for \(\chi=v\), \(\langle v|T|\phi\rangle=tb\), to give

\[
w=\frac{\langle v|V|\phi\rangle}{\langle v|\phi\rangle},
\]

provided \(b\ne0\). The residual interaction is set by the part of \(V\phi\) that lies along the valence orbital, which the core projector cannot touch.

## Two separate factors

The identity splits the question of how good the cancellation is into two. The first is how completely the repulsion removes \(V\phi\) along a given core orbital. The attraction has the component \(\langle c|V|\phi\rangle=-(t-e_c)a_c\), and the repulsion has \((e_v-e_c)a_c\). Their ratio in size is

\[
\frac{e_v-e_c}{t-e_c}=1-\frac{|w|}{t-e_c},
\]

because \(e_v=t+w\) and \(w\) is negative for a bound state. The ratio is close to one when the core level is deep compared with \(|w|\).

The second is how much of \(V\phi\) lies along core orbitals at all. A suitable measure is the captured share

\[
S=\frac{\|PV\phi\|^2}{\|V\phi\|^2},\qquad 0\le S\le1 .
\]

The norm is finite: near the nucleus \(V^2\) grows as \(1/r^2\), but the volume element contributes \(r^2\,dr\). If \(S\) were one, the term \((1-P)V\phi\) would vanish. If there is no core orbital in the channel, \(S=0\), whatever the strength of \(V\).

Carbon 2p is in the second situation. The carbon core is 1s, and a spherical \(V\) times a p function is still a p function, so its overlap with 1s vanishes by angular integration. The mixture space contains 2p alone. There is nothing to optimise, \(\phi=v\), and \(V_R\phi=0\). In a molecule the potential is no longer spherical about the nucleus; \(\langle 1s|V|2p\rangle\) can then differ from zero, and the separation by channels holds only approximately.

## Why a smooth function is cancelled well

There is a limit in which the cancellation can be seen without any minimisation. In the s channel, let the trial function be the constant 1. It has no kinetic energy density, \(T1=0\). Multiply the core equation by this constant and integrate over space. Core orbitals decay exponentially, so moving \(T\) from \(c\) to the constant leaves no surface term, and

\[
\langle c|V|1\rangle=e_c\langle c|1\rangle .
\]

For a valence level at \(e_v=0\), the repulsion acting on the constant is then

\[
V_R1=-\sum_c e_c\,c\,\langle c|1\rangle=-\sum_c c\,\langle c|V|1\rangle=-PV1 .
\]

A flat function at zero energy thus feels \((1-P)V\), with complete cancellation along each core orbital. The core energy, which sets the strength of the repulsion, is also the number that relates the attraction to the overlap.

The same argument works in other channels with \(r^lY_{lm}\) in place of the constant. Its radial function is \(u=r^{l+1}\), where \(u\) is \(r\) times the radial part, and

\[
-\tfrac12u''+\frac{l(l+1)}{2r^2}u=-\tfrac12(l+1)l\,r^{l-1}+\tfrac12l(l+1)r^{l-1}=0 .
\]

So p symmetry does not in itself prevent cancellation. What is needed is a p orbital in the core. Sodium has one, 2p, and carbon has none.

## Sodium and carbon in numbers

To give the model real potentials, take the free atoms sodium, \(1s^22s^22p^63s^1\), and carbon, \(1s^22s^22p^2\), in nonrelativistic Kohn-Sham theory. The local density approximation is used, with Dirac exchange and Perdew-Wang correlation. The density is spherically averaged and the two spins share one potential. The radial equations are solved self-consistently on a polynomial grid reaching 50 bohr; \(V\) is the resulting total potential of nucleus, electron repulsion, exchange and correlation. This level omits relativity, spin polarisation and multiplet structure, and carries the error of the functional. The sodium 3p level is an empty level of the ground-state potential.

For sodium 3s, the core levels are \(-37.72\) (1s) and \(-2.063\) (2s) hartree. Finding the lowest kinetic energy in the space of 1s, 2s and 3s is a three-by-three eigenvalue problem. It gives \(t=0.0636\) hartree, and with \(e_v=-0.1035\) hartree,

\[
w=-0.1035-0.0636=-0.1671\ \text{hartree}\quad(-4.5\ \text{eV}).
\]

The same number is a sum of attraction and repulsion, \(-0.3243+0.1572=-0.1671\) hartree. For carbon 2p, \(e_v=-0.199\) and \(t=1.234\) hartree, so

\[
w=-0.199-1.234=-1.433\ \text{hartree}\quad(-39.0\ \text{eV}),
\]

and this is the full mean of \(V\).

The ratio of the two values of \(w\) is 8.6, but it should not be credited to cancellation alone. The mean attraction in the sodium pseudo-orbital, before any repulsion, is already smaller than that in carbon 2p by a factor \(1.433/0.3243=4.42\). Repulsion reduces the sodium value by a further \(0.3243/0.1671=1.94\). The product is 8.6. The first factor compares two different atoms and orbitals; the second is the effect of \(V_R\).

The core region gives a sharper comparison. Define the core sphere as the one that holds 95% of the core electrons. Its radius is 1.54 bohr in sodium and 0.58 bohr in carbon. Inside it, integrate \(\phi V\phi\) and \(\phi(V+V_R)\phi\), and divide each by the weight of \(\phi\) in the sphere. The resulting mean potentials, in hartree, are:

| State | Share \(S\) | Mean \(V\) | Mean \(V+V_R\) |
|---|---:|---:|---:|
| Na 3s | 0.82 | −2.29 | −0.09 |
| Na 3p | 0.48 | −1.36 | −0.39 |
| C 2s | 0.71 | −8.73 | −0.49 |
| C 2p | 0 | −8.00 | −8.00 |

Carbon 2s is the best control for carbon 2p. Both belong to the same atom, feel the same \(V\), and have nearly the same weight in the core sphere, 0.0513 and 0.0519. The sphere contributes

\[
0.0513\times(-8.73)=-0.45,\qquad 0.0519\times(-8.00)=-0.42\ \text{hartree}
\]

to the mean of \(V\) for 2s and 2p. After the repulsion is added, the 2s contribution is \(0.0513\times(-0.49)=-0.03\) hartree. That of 2p is still \(-0.42\) hartree. The presence of the 1s partner accounts for this difference in treatment, since \(V_R\) has no other source.

Sodium 3p shows that a p state can be softened when a partner exists. Its repulsion cancels 71% of the attraction in the core sphere, compared with 96% for 3s. These percentages depend on where the sphere is drawn: for spheres holding 80%, 90% and 99% of the core electrons they are 99%, 99% and 83% for 3s, and 102%, 84% and 51% for 3p. Only the zero for carbon 2p is independent of that choice. Over all space the repulsion offsets only 12% of the attraction: \(\langle V\rangle=-0.1227\) and \(\langle V_R\rangle=0.0145\) hartree. With one partner \(\langle V_R\rangle=(e_v-e_c)a_c^2\), so the 2p weight in the pseudo-orbital is only \(a_c^2=0.0145/(-0.0285+1.0603)=0.014\).

The first of the two factors is high in all three cases with partners. For sodium 3s along 2s it is

\[
1-\frac{0.1671}{0.0636+2.0631}=0.92,
\]

and along 1s, by the same formula, 0.996. It is 0.91 for carbon 2s along 1s and 0.91 for sodium 3p along 2p. The larger differences between these states lie in the second factor, the share \(S\).

## What the core orbitals do and do not span

It is tempting to say that the core orbitals nearly span the core region. Two functions cannot do this for arbitrary functions, and the limits can be measured. Take the sodium core sphere of radius \(R_c\), and the s functions \(\sin(n\pi r/R_c)/r\) inside it, set to zero outside. Together, for \(n=1,2,\ldots\), they form a complete set for s functions in the sphere. The shares of the first four captured by 1s and 2s are 0.94, 0.18, 0.21 and 0.22.

The lowest mode is almost entirely represented, and the next three are mostly missed. A sum rule limits how many modes can be captured well. Let \(m_n\) be the normalised modes and \(u_c\) the radial function of \(c\). Completeness gives

\[
\sum_{n=1}^{\infty}\sum_c\langle c|m_n\rangle^2=\sum_c\int_0^{R_c}u_c^2\,dr\le2 .
\]

The right side is the weight of the two core orbitals in the sphere, 1.961 here; the first 60 modes already sum to 1.960. An infinite set of modes shares a total of less than two, so most of them must be captured poorly.

Even a constant, cut off at the sphere, is captured only to 0.62. The share for the function that matters, \(V\phi\), is higher, 0.82. The accurate statement is therefore about \(V\phi\): the sodium s core represents most of the potential term acting on a smooth valence orbital, although it represents few of the functions that fit inside the core.

## Small averages and large local values

A share of 0.82 leaves about 18% of the squared norm of \(V\phi\), or \(\sqrt{0.175}=0.42\) of its size. Yet the mean potential in the core sphere falls to 4% of its former value. The two figures are compatible because they weight the radii differently and only one of them keeps signs. Near the nucleus the squared norm of \(V\phi\) gathers weight as \(V^2r^2\,dr\), which stays finite at \(r=0\), while the energy gathers it as \(Vr^2\,dr\), which vanishes there; the norm thus stresses the innermost region, where the cancellation is poorer than elsewhere in the sphere. The energy is also a signed average. The remainder \((1-P)V\phi\) is orthogonal to every core orbital. If \(\phi\) within the sphere were a combination of core orbitals, and these vanished outside, the average of \(\phi(1-P)V\phi\) over the sphere would be zero however large the remainder was locally. The real \(\phi\) does not meet these conditions exactly, and the mean of \(V+V_R\) also contains the term \(wP\phi\). But \((V+V_R)\phi\) does have positive and negative parts in the sphere, and these partly offset each other. For sodium 3s they contribute \(+0.004\) and \(-0.009\) hartree to the integral of \(\phi(V+V_R)\phi\), against \(-0.119\) hartree for \(\phi V\phi\): 11% of the attraction if their sizes are added, 4% with signs.

The local ratio \(U(r)=(V+V_R)\phi/\phi\) shows these parts. For sodium 3s it is \(-356\) hartree at 0.02 bohr, \(+20\) at 0.1 bohr, \(-1.5\) at 0.3 bohr, \(-0.3\) at 0.6 bohr and \(+0.16\) at 1.0 bohr. The bare \(V\) at the same radii is \(-523\), \(-86\), \(-19\), \(-5.6\) and \(-2.0\) hartree. The repulsion overshoots in places and falls short in others.

At the nucleus it must fall short. There \(V\) tends to \(-Z/r\), with \(Z\) the nuclear charge, while \(V_R\phi\) is a finite sum of finite core orbitals. Hence, if \(\phi(0)\ne0\),

\[
\lim_{r\to0}rU(r)=-Z .
\]

For sodium the computed product at \(10^{-5}\) bohr is \(-11.00\) hartree bohr. The singularity costs little energy, because a sphere of small radius \(s\) contributes

\[
-\int_0^s\frac{Z}{r}\,\phi(0)^2\,4\pi r^2\,dr=-2\pi Z\,\phi(0)^2s^2 ,
\]

which vanishes with \(s\). But it means that this form of the theory does not by itself produce a potential that is smooth at every point. Nor does the lowest kinetic energy guarantee an orbital without nodes. The pseudo-orbitals of sodium 3s and carbon 2s have none, while that of sodium 3p keeps one, at 0.14 bohr, with an inner lobe of only about \(2\times10^{-4}\) of the largest amplitude of \(u\).

## The price of smoothness

Mixing core orbitals into \(\phi\) changes its norm outside the core. Well outside it the core orbitals die out and \(\phi\) approaches \(bv\), with \(b^2=1-\sum_ca_c^2\). For the three states with core partners, the two differ by at most about 2% at two radii of the core sphere and about 0.2% at three. For carbon 2s there is one partner, at \(e_c=-9.948\) hartree, so the repulsion energy determines its weight:

\[
a_c^2=\frac{\langle V_R\rangle}{e_v-e_c}=\frac{0.695}{-0.501+9.948}=0.074 .
\]

The normalised pseudo-orbital therefore carries only \(b^2=0.926\) of the true charge density in that outer region. The energy \(e_v\) is right, but a density built from \(\phi\) would give the wrong electrostatic potential there. Orthogonalising \(\phi\) to the core and normalising again restores \(v\).

Carbon 2p pays no such price and receives no benefit. Its orbital has no radial node to remove, and its kinetic energy of 1.234 hartree includes the centrifugal part. That barrier keeps the electron away from the nucleus, but it is present in \(T\) from the start and is not a repulsion by the core. A softer carbon p potential can still be constructed if the orbital inside some radius is replaced by a different function and the potential is adjusted to keep the energy. Such a step alters the 2p orbital itself. The cancellation theorem offers no softening for it, because it can subtract from \(V\phi\) only what core orbitals of the same symmetry are able to represent.
